# Capacitance Step and Conductance Peak of a Trap in Junction Admittance

**Q.** You say a deep trap leaves a step in the capacitance of a reverse-biased junction and a peak in its conductance. I see electrons leaving traps in a depletion region. Why should capture matter where there are hardly any electrons?

**A.** Because the traps that answer a small signal are those whose occupancy can go either way. Take a one-sided junction on n-type material, with the junction at $x=0$ and the bulk at large $x$. The bands bend up towards the junction by $V(x)\ge 0$ volts, with $V=0$ in the bulk. Write $V_T=kT/q$ and $v=V/V_T$. I assume nondegenerate electrons whose quasi-Fermi level is flat from the bulk to the trap layer, so $n=n_b e^{-v}$, and I neglect holes. A trap with occupancy $f$ obeys

$$\frac{df}{dt}=c_n n(1-f)-e_n f .$$

In the steady state $c_n n(1-f)=e_n f$, hence

$$f=\frac{1}{1+e^{\,v-v_t}},\qquad v_t=\ln\frac{c_n n_b}{e_n}.$$

Traps are filled where $v<v_t$ and empty where $v>v_t$. At the plane $x_t$, where $v=v_t$, the Fermi level crosses the trap level. There $f=1/2$ and $c_n n=e_n$: capture is as fast as emission.

**Q.** Then the relaxation rate is $2e_n$, and we have one relaxation.

**A.** At that plane, yes. Let the potential oscillate as $\varphi(x)e^{i\omega t}$, with $|\varphi|\ll V_T$ at the traps. A higher potential attracts electrons, so $\delta n=n\varphi/V_T$. The linearized rate equation is

$$i\omega\,\delta f=c_n(1-f)\,\delta n-(c_n n+e_n)\,\delta f .$$

The steady state gives $c_n n=e_n f/(1-f)$, so

$$c_n n+e_n=\frac{e_n}{1-f},\qquad c_n(1-f)\,\delta n=e_n f\,\frac{\varphi}{V_T}.$$

Solve for $\delta f$ and multiply numerator and denominator by $(1-f)/e_n$. With $u=\omega/e_n$,

$$\delta f=\frac{f(1-f)}{1+iu(1-f)}\,\frac{\varphi}{V_T}.$$

The local rate is $e_n/(1-f)$. It is $2e_n$ at the crossing, approaches $e_n$ on the empty side and rises steeply on the filled side, up to $e_n+c_nn_b$ in the bulk. The junction adds up all these planes.

**Q.** What if I keep only emission in the relaxation rate?

**A.** Then the denominator $i\omega+e_n/(1-f)$ becomes $i\omega+e_n$, and at $\omega=0$ you get $\delta f=f\varphi/V_T$. The equilibrium occupancy must instead give $\delta f=f(1-f)\varphi/V_T$. Your version makes completely filled traps respond, which is impossible. Capture confines the response to the crossing.

**Q.** To add up the planes you need the static field.

**A.** Let the traps be acceptors, negative when filled, with density $N_T=r n_b$. Since the bulk is neutral with filled traps, the charge density is $q[n_b-n+N_T(1-f)]$. With $\epsilon$ the permittivity, Poisson's equation reads

$$V''=\frac{q}{\epsilon}\left[n_b-n_b e^{-V/V_T}+N_T(1-f)\right].$$

Donor traps give the same equation once $n_b$ is the bulk electron density, although their emission rate is sensitive to the field, as estimated below. Beyond the crossing, set $f=1$, multiply by $V'$ and integrate from the bulk, where $V=V'=0$. With $F=-V'>0$,

$$\frac{F^2}{2}=\frac{q n_b}{\epsilon}\left[V-V_T\left(1-e^{-V/V_T}\right)\right].$$

At the crossing $e^{-v_t}\ll1$, so

$$F_t^2=\frac{2q n_b V_T}{\epsilon}(v_t-1).$$

Define $\lambda=\epsilon F_t/(q n_b)$. This is the distance over which a field of slope $-q n_b/\epsilon$ would fall from $F_t$ to zero, and it places the depletion edge at $W=x_t+\lambda$. Therefore

$$\lambda^2=\frac{2\epsilon V_T}{q n_b}(v_t-1).$$

Between junction and crossing the traps are empty and the charge density is $q n_b(1+r)$. The field at the junction is then

$$F_0=F_t+\frac{q n_b(1+r)}{\epsilon}x_t .$$

Since $F\,dF=[q n_b(1+r)/\epsilon]\,dV$ there, the total band bending $V_0$ fixes

$$F_0^2=F_t^2+\frac{2q n_b(1+r)}{\epsilon}(V_0-v_tV_T).$$

If $V_0<v_tV_T$ there is no crossing, and the step fades away as $V_0$ falls several $V_T$ below this threshold. The formulas below assume a crossing well inside the depletion region. At fixed temperature, bias moves $x_t$ but leaves $\lambda$ alone.

**Q.** Now the alternating potential. You cannot simply impose it on the traps, because they screen it.

**A.** So it must be solved from

$$\varphi''=\frac{q}{\epsilon}\left(\delta n+N_T\,\delta f\right).$$

On the bulk side of the trap layer $\delta f=0$, leaving $\varphi''=[qn/(\epsilon V_T)]\varphi$. Differentiating the static equation there, with $n'=-nV'/V_T$, gives $V'''=[qn/(\epsilon V_T)]V'$. This is the same equation, and it has one solution, up to a factor, that decays into the bulk. Hence $\varphi\propto V'\propto F$. Just beyond the crossing $F'=-q n_b/\epsilon$, so

$$\varphi'(x_t^+)=\varphi_t\frac{F'}{F_t}=-\frac{q n_b}{\epsilon F_t}\varphi_t=-\frac{\varphi_t}{\lambda}.$$

Now treat the trap layer as thin, so that $\varphi$ and $F$ are nearly constant across it. Integrating Poisson's equation through it gives

$$\varphi'(x_t^+)-\varphi'(x_t^-)=\frac{qN_T\varphi_t}{\epsilon}\int\frac{f(1-f)}{1+iu(1-f)}\frac{dx}{V_T}.$$

From the static occupancy, $df/dx=-f(1-f)\,dv/dx=f(1-f)F_t/V_T$. The integral becomes one over $f$, and with $g=1-f$,

$$\frac{1}{F_t}\int_0^1\frac{dg}{1+iug}=\frac{H(u)}{F_t},\qquad H(u)=\frac{\ln(1+iu)}{iu}.$$

Since $qN_T/(\epsilon F_t)=r/\lambda$, the slope on the junction side is

$$\varphi'(x_t^-)=-\frac{\varphi_t}{\lambda}(1+rH).$$

From there to $x=0$ neither electrons nor traps respond, so $\varphi$ is a straight line:

$$\varphi(0)=\varphi_t\left[1+\frac{x_t}{\lambda}(1+rH)\right].$$

**Q.** And the admittance?

**A.** With leakage neglected, the current through the plane $x=0$ is displacement current, $-i\omega\epsilon\varphi'(0)$ per area. Dividing by $\varphi(0)$ gives $Y=G+i\omega C=i\omega\tilde C$, where

$$\tilde C=\frac{-\epsilon\varphi'(0)}{\varphi(0)}=\frac{\epsilon(1+rH)}{\lambda+x_t(1+rH)}=\frac{\epsilon}{x_t+\dfrac{\lambda}{1+rH}} .$$

By definition $\tilde C=C-iG/\omega$.

**Q.** Show me that this contains a step.

**A.** At high frequency $H\to0$ and $C_{hf}=\epsilon/W$: the traps are frozen. At low frequency $H\to1$ and

$$C_{lf}=\frac{\epsilon}{x_t+\lambda/(1+r)} .$$

The static field gives an independent check. Differentiating $F_0^2$ with respect to $V_0$ gives $C=\epsilon\,dF_0/dV_0=q n_b(1+r)/F_0$. Inserting $F_0=(q n_b/\epsilon)[\lambda+(1+r)x_t]$ reproduces $C_{lf}$.

For the step at any frequency, write $\tilde C=\epsilon(1+rH)/(W+r x_tH)$ and subtract $\epsilon/W$:

$$\tilde C-C_{hf}=\frac{\epsilon\,[W+WrH-W-r x_tH]}{W(W+r x_tH)}=C_{hf}\,\frac{r\lambda}{W}\,\frac{H}{1+sH},\qquad s=\frac{r x_t}{W}.$$

Setting $H=1$ gives the full step

$$\Delta C=C_{lf}-C_{hf}=C_{hf}\,\frac{r\lambda/W}{1+s}.$$

Deep in reverse bias, $x_t\gg\lambda$, it falls as $W^{-2}$.

**Q.** Where is the conductance peak?

**A.** First take $r\ll1$, so that $\tilde C-C_{hf}=\Delta C\,H$. Since $\ln(1+iu)=\tfrac12\ln(1+u^2)+i\arctan u$,

$$C-C_{hf}=\Delta C\,\frac{\arctan u}{u},\qquad \frac{G}{\omega}=\Delta C\,\frac{\ln(1+u^2)}{2u}.$$

Setting the derivative of the second expression to zero gives

$$\ln(1+u^2)=\frac{2u^2}{1+u^2}.$$

The root is $u=1.98$. Using the condition itself, the height is $u/(1+u^2)=0.402$ of the step. A single relaxation at $2e_n$ has $H=1/(1+iu/2)$, which peaks at $u=2$ with height $0.5$. It nearly finds the right frequency, but the peak is too high because the real response is spread over many rates.

**Q.** You call it a conductance peak, yet you plot $G/\omega$.

**A.** At fixed temperature $G$ itself has no peak in this limit: $G=\tfrac12 e_n\Delta C\ln(1+u^2)$ rises steadily. For $u\gg1$ the growth is logarithmic, because planes further into the filled side join in. They reach down to $1-f\approx1/u$, that is, to $v\approx v_t-\ln u$. The thin-layer result therefore needs both $v_t\gg1$ and $\ln u\ll v_t$.

The conductance does peak when temperature is swept at fixed $\omega$. When the sample is cold, $e_n\ll\omega$ and the traps are too slow. When it is hot, $e_n\gg\omega$ and they follow without loss. For dilute traps the maximum lies where $\omega/e_n$ is near the value just found, since $e_n$ varies much faster with temperature than the prefactor.

**Q.** And if the traps are not dilute?

**A.** Then $H$ is replaced by $(1+s)H/(1+sH)$. The extra factor is the traps' own screening at fixed terminal voltage. For the single relaxation it becomes $(1+s)/(1+s+iu/2)$, so that peak moves from $u=2$ to $2(1+s)$ and keeps half the step as its height. For the logarithmic $H$ the shifted peak must be found numerically.

The area is simpler. Put $p=iu$. For $\mathrm{Re}\,p>0$, the lower half of the $\omega$ plane, each term of $H=\int_0^1dg/(1+pg)$ has positive real part, so $1+sH$ cannot vanish. Thus $\chi=\tilde C-C_{hf}$ is analytic there and tends to zero at large $|\omega|$. Closing the contour of $\chi/\omega$ below, with the pole at $\omega=0$ on the path, gives a principal value of $-i\pi\Delta C$. The real part of $\chi$ is even in $\omega$ and drops out. The imaginary part, $-G/\omega$, is odd and contributes $-2i\int_0^\infty(G/\omega)\,d\omega/\omega$. Hence

$$\frac{2}{\pi}\int_{-\infty}^{\infty}\frac{G}{\omega}\,d\ln\omega=\Delta C .$$

Spreading the rates lowers and widens the peak at fixed area.

**Q.** Put numbers in. I want to see whether the thin layer survives.

**A.** Take a silicon p+n diode at 250 K with a single acceptor level 0.45 eV below the conduction band and a capture cross-section $\sigma=3\times10^{-15}$ cm². Let $n_b=10^{15}$ cm⁻³, $N_T=2\times10^{14}$ cm⁻³ and the total band bending be 5 V.

The mean electron speed is $1.90\times10^7$ cm/s, so $c_n=\sigma\bar v=5.7\times10^{-8}$ cm³/s. At $f=1/2$ detailed balance requires $e_n=c_nn$. With the level's degeneracy factor absorbed in its depth $E$, this gives

$$e_n=c_nN_c\,e^{-E/kT}.$$

With $N_c=2.09\times10^{19}$ cm⁻³ and $V_T=21.54$ mV, $e_n=1010$ s⁻¹. Then

$$v_t=\frac{0.45}{0.02154}-\ln\frac{2.09\times10^{19}}{10^{15}}=20.89-9.95=10.9 .$$

The static formulas give $\lambda=526$ nm, $x_t=1869$ nm and $W=2396$ nm. The field at the crossing is 0.0081 MV/cm, so the layer's length scale $V_T/F_t$ is 26 nm, a twentieth of $\lambda$.

With $r=0.2$, $\lambda/W=0.2197$ and $s=0.2\times0.780=0.156$,

$$\Delta C=4.324\times\frac{0.2\times0.2197}{1.156}=0.164\ \text{nF/cm}^2 .$$

That is 3.8% of $C_{hf}$.

**Q.** That still uses your thin layer.

**A.** I therefore compare it with a numerical solution of the static and alternating Poisson equations that keeps the free electrons and the smooth trap layer.

| Quantity | Thin layer | Full solution | Single relaxation |
|---|---|---|---|
| Peak $G/\omega$ (nF/cm²) | 0.0651 | 0.0661 | 0.0822 |
| Peak $\omega/e_n$ | 2.36 | 2.21 | 2.31 |

The full step is 0.1635 nF/cm², against 0.1643 from the formula. The thin-layer peak is 1.5% too low and lies 7% too high in frequency, relative to the full solution. The single-relaxation peak is 24% too high. Doubling the measured peak height to obtain the step, as that model suggests, would give 0.132 nF/cm², 19% below the full step.

The full peak lies at 356 Hz, where $G=148$ nS/cm². The area rule, applied to the full spectrum, returns the step to better than 0.01%.

The thin-layer error was also tested as $v_t$ grows, with $r=0.2$ and total bending $10v_tV_T$. For $v_t-1=10,20,40,80$, its largest value over $0.4\le u\le10$ was 2.6%, 1.4%, 0.7% and 0.35% of the step. It halves when $v_t-1$ doubles, as expected of an error of order $1/v_t$.

**Q.** Can the temperature peak really return the trap depth?

**A.** With constant $\sigma$, $\bar v\propto T^{1/2}$ and $N_c\propto T^{3/2}$, so $e_n\propto T^2e^{-E/kT}$. If $\omega/e_n$ is the same at each peak, then $\ln(\omega/T^2)=\text{const}-E/kT$. The full solution peaks at 247.7 K for 300 Hz and at 274.9 K for 3000 Hz. Hence

$$E=k\,\frac{\ln10-2\ln(274.9/247.7)}{1/247.7-1/274.9}\approx0.45\ \text{eV},$$

which recovers the input, a depth held fixed as $T$ changes. A degeneracy factor absorbed in $E$ adds a part proportional to $T$, which the slope does not return: for a factor of two, the slope differs from the absorbed depth by $kT\ln2$, or 15 meV at 250 K. If $\sigma$ itself varied as $e^{-E_\sigma/kT}$, the slope would give $E+E_\sigma$.

**Q.** You have neglected a good deal. What does it amount to?

**A.** Electrons must reach the crossing through a region where $n_t=n_be^{-v_t}$ is small. The layer draws a current $q\omega N_T\varphi_t|H|/F_t$. As $n$ falls over a length $V_T/F_t$, the quasi-Fermi drop relative to $\varphi_t$ is about $\omega N_TV_T|H|/(\mu n_tF_t^2)$. For a rough mobility of 1500 cm²/Vs this is $4\times10^{-6}$, so the flat quasi-Fermi level is safe. A 30 mV test signal changes the response at the crossing by 0.5%.

Series resistance of a 300 µm wafer adds $8\times10^{-5}$ of the peak conductance. Hole emission, with a rough hole cross-section of $10^{-14}$ cm², is $3\times10^{-5}$ of electron emission, and leakage through this level adds $1.5\times10^{-4}$ of the peak conductance. The largest field, 0.043 MV/cm, is 14% of a rough breakdown field of 0.3 MV/cm. Phonon-assisted tunnelling raises $e_n$ by 0.1% if estimated from the density of electron states in a uniform field, which is not derived here. In that estimate the states pulled below the band edge add about 1.4% and the states lost above it remove about 1.3%. A semiclassical integral over tunnelling energies below the edge, taken with unit prefactor, would give about 20%, far more than those below-edge states supply, and is not used at such a low field. These small numbers rely on the acceptor being neutral once its electron has left. A donor trap would have its Coulomb barrier lowered by $\sqrt{qF_t/(\pi\epsilon)}\approx20$ meV, about $kT$, which raises $e_n$ by a factor of roughly 1.5 to 2.5. Replacing the anisotropic electron mass by one density-of-states mass would lower the mean speed, and with it $e_n$, by 9%. The remaining estimates are in the numerical output.

**Q.** And a real diode?

**A.** The level lies in the regime of the phosphorus–vacancy pair in irradiated silicon; its depth and cross-section here are rough typical values. A trap density of one fifth of $n_b$ means heavy damage, well above a lightly irradiated diode. The cross-section is only roughly known: at fixed depth and temperature, doubling it doubles $e_n$ and the peak frequency but leaves the height of the $G/\omega$ peak alone, because $v_t$ does not contain $\sigma$.

Real irradiated diodes also break the assumption of one level. If both levels are dilute, a second one with the same rate and an equal step doubles the signal. One with a different rate first widens the peak; for equal steps, rates a factor of 15 apart still give a single maximum, and a factor of 30 gives two. Other generation centres and surface paths can leak far more than this trap does: a constant extra conductance of 15 nS/cm² would raise the apparent peak of $G/\omega$ by about 11% and move it down to $\omega/e_n\approx1.8$ unless it is subtracted. Finally, if the trap density varies with depth, the $N_T$ multiplying $H$ is its value at $x_t$. Sweeping the bias at fixed temperature then moves the layer that is being measured.

## Computed results

```
thin layer, small r: peak w/e_n: 1.9803
thin layer, small r: peak (G/w)/step: 0.4024
thin-layer error/step, v_t-1=10,20,40,80: 0.0260 0.0135 0.0069 0.0035
temperature: 250 K
bulk electron density: 1e+15 cm^-3
trap density: 2e+14 cm^-3
trap depth: 0.45 eV
capture cross-section: 3e-15 cm2
total band bending: 5 V
relative permittivity: 11.7
electron masses, long: 0.92 m_0
electron masses, transverse: 0.19 m_0
kT/q: 21.54 mV
N_c: 2.087e+19 cm^-3
mean electron speed: 1.902e+07 cm/s
emission rate e_n: 1010 1/s
v_t: 10.94
band bending at crossing: 0.2357 V
lam: 526.3 nm
x_t: 1869 nm
W: 2396 nm
field at crossing: 0.008139 MV/cm
layer scale kT/(q F_t): 26.47 nm
C high frequency: 4.3243 nF/cm2
C low frequency: 4.4886 nF/cm2
step, formula: 0.1643 nF/cm2
step, full: 0.1635 nF/cm2
peak G/w, formula: 0.06506 nF/cm2
peak G/w, full: 0.06605 nF/cm2
peak G/w, single relaxation: 0.08217 nF/cm2
peak w/e_n, formula: 2.362
peak w/e_n, full: 2.212
peak w/e_n, single relaxation: 2.312
peak frequency, full: 355.6 Hz
G at that frequency: 147.6 nS/cm2
sum-rule area/step, full: 0.99997
G peak temperature at 300 Hz: 247.7 K
G peak temperature at 3000 Hz: 274.9 K
trap depth from the two peaks: 0.451 eV
test signal amplitude: 30 mV
its nonlinear error at crossing: 0.48 %
transport drop/local signal: 3.6e-06
series-resistance G/peak G: 7.9e-05
hole/electron emission: 2.9e-05
leakage G/peak G: 0.00015
tunnelling gain of e_n: 0.11 %
largest field: 0.04283 MV/cm
largest field/rough breakdown field: 0.14
degeneracy n_b/(2^1.5 N_c): 1.7e-05
neutral/ionized donors in bulk: 0.00077
p+ side share of bending: 0.00012
speed, isotropic/anisotropic mass: 0.9108
```
